# Centre Temperature of a Suddenly Heated Disk on a Half-Space: test program

```python
"""Centre temperature of a uniformly heated disk on a half-space.

Result under test, for constant flux q switched on at t = 0:
    rise = (q a / k) * theta(s),   s = alpha t / a^2,   x = 1 / (2 sqrt(s)),
    theta = erfc(x) + (1 - exp(-x^2)) / (x sqrt(pi)).
Early: theta -> 2 sqrt(s/pi).  Late: theta -> 1.
a: disk radius, k: conductivity, C: heat capacity per volume, alpha = k/C.
The surface outside the disk is insulated; the solid starts at ambient.
Lengths in the numerical solver are in units of a, times in a^2/alpha,
temperatures in q a/k.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import diags, kron
from scipy.sparse.linalg import splu
from scipy.special import erf, erfc, j1

ROOT_PI = np.sqrt(np.pi)


def theta(s):
    x = 1 / (2 * np.sqrt(s))
    return erfc(x) - np.expm1(-x * x) / (x * ROOT_PI)


def root_law(s):
    return 2 * np.sqrt(s / np.pi)


def theta_by_quadrature(s):
    """Time integral of the disk response, with u = sqrt(time)."""
    def integrand(u):
        return -2 / ROOT_PI * np.expm1(-1 / (4 * u * u))
    return quad(integrand, 0, np.sqrt(s), epsabs=1e-12, limit=200)[0]


def theta_layer(s, depth):
    """Same total heat, released evenly between the surface and depth."""
    def integrand(u):
        spread = u * erf(depth / (2 * u)) / depth
        return -2 * np.expm1(-1 / (4 * u * u)) * spread
    return quad(integrand, 0, np.sqrt(s), epsabs=1e-11, limit=300)[0]


def growing_widths(first, ratio, length):
    count = int(np.ceil(np.log(1 + length * (ratio - 1) / first)
                        / np.log(ratio)))
    widths = first * ratio ** np.arange(count)
    return widths * length / widths.sum()


def chain_matrix(conductance):
    n = len(conductance)
    difference = diags([-np.ones(n), np.ones(n)], [0, 1], shape=(n, n + 1))
    return difference.T @ diags(conductance) @ difference


def finite_volume(times, depth, buried=False, cover=None):
    """Solve the axisymmetric heat equation; return centre temperatures.

    cover = (thickness, conductivity, heat capacity), relative to a, k, C.
    buried = True releases the heat evenly down to depth.
    """
    dr = np.concatenate([np.full(20, 0.05), growing_widths(0.05, 1.12, 79)])
    r_edge = np.concatenate([[0], np.cumsum(dr)])
    r_mid = (r_edge[1:] + r_edge[:-1]) / 2
    area = np.pi * (r_edge[1:]**2 - r_edge[:-1]**2)
    dz = np.concatenate([np.full(10, depth / 10),
                         growing_widths(depth / 10, 1.12, 80)])
    cond, cap, top = np.ones(len(dz)), np.ones(len(dz)), 0
    if cover is not None:
        dz_cover = growing_widths(0.001, 1.2, cover[0])[::-1]
        top = len(dz_cover)
        dz = np.concatenate([dz_cover, dz])
        cond = np.concatenate([np.full(top, cover[1]), cond])
        cap = np.concatenate([np.full(top, cover[2]), cap])
    half = dz / (2 * cond)
    vertical = chain_matrix(1 / (half[:-1] + half[1:]))
    radial = chain_matrix(2 * np.pi * r_edge[1:-1] / np.diff(r_mid))
    stiffness = (kron(vertical, diags(area))
                 + kron(diags(cond * dz), radial)).tocsc()
    mass = diags(np.kron(cap * dz, area))
    heated = area * (r_mid < 1)
    source = np.zeros((len(dz), len(dr)))
    g_below = 1 / half[top]
    g_above = 1 / half[top - 1] if top else 0.0
    if buried:
        source[top:top + 10] = np.outer(dz[top:top + 10] / depth, heated)
    else:
        source[top] = heated * g_below / (g_below + g_above)
        if top:
            source[top - 1] = heated * g_above / (g_below + g_above)
    source = source.ravel()
    surface_flux = 0.0 if buried else 1.0
    temp, now, result = np.zeros(source.size), 0.0, []
    gamma = 1 - 1 / np.sqrt(2)      # second-order, strongly damped steps
    for end in times:
        steps = 40 if now == 0 else 15
        h = (end - now) / steps
        solver = splu((mass + gamma * h * stiffness).tocsc(),
                      permc_spec="MMD_AT_PLUS_A")
        for _ in range(steps):
            rate1 = solver.solve(source - stiffness @ temp)
            middle = temp + (1 - gamma) * h * rate1
            rate2 = solver.solve(source - stiffness @ middle)
            temp = temp + h * ((1 - gamma) * rate1 + gamma * rate2)
        now = end
        field = temp.reshape(len(dz), len(dr))
        above = field[top - 1, 0] if top else 0.0
        result.append((surface_flux + g_below * field[top, 0]
                       + g_above * above) / (g_below + g_above))
    return np.array(result)


# Point source on an insulated surface: heat equation and released energy.
R, t, al = sp.symbols("R t alpha", positive=True)
G = 2 * (4 * sp.pi * al * t)**sp.Rational(-3, 2) * sp.exp(-R**2 / (4*al*t))
residual = sp.diff(G, t) - al * sp.diff(R**2 * sp.diff(G, R), R) / R**2
assert sp.simplify(residual) == 0
energy = sp.integrate(2 * sp.pi * R**2 * G, (R, 0, sp.oo))
assert sp.simplify(energy - 1) == 0

# Disk integral of the point source, seen from the centre (alpha = a = 1).
for tau in (0.03, 0.4, 5.0):
    direct = quad(lambda r: 4 * np.pi * r * (4 * np.pi * tau)**-1.5
                  * np.exp(-r * r / (4 * tau)), 0, 1)[0]
    kernel = (1 - np.exp(-1 / (4 * tau))) / np.sqrt(np.pi * tau)
    assert abs(direct / kernel - 1) < 1e-8

# Time integral against the closed form.
for s in (0.01, 0.1, 1.0, 10.0, 1000.0):
    assert abs(theta_by_quadrature(s) / theta(s) - 1) < 1e-8

# Early shortfall, integrated directly so that no digits cancel.
x_early = 3.0
u_end = 1 / (2 * x_early)
shortfall = quad(lambda u: np.exp(-1 / (4 * u * u)), 0, u_end,
                 epsabs=1e-14)[0] / u_end
leading = np.exp(-x_early**2) / (2 * x_early**2)
assert leading * (1 - 1.5 / x_early**2) < shortfall < leading

# Late series: the error must stay below the first omitted term.
for x in (0.3, 0.15):
    series = 1 - x / ROOT_PI + x**3 / (6 * ROOT_PI)
    error = abs(theta_by_quadrature(1 / (4 * x * x)) - series)
    assert error < x**5 / (30 * ROOT_PI)

# Example: silicon bipolar power cell, rough typical values.
radius = 10e-4            # cm
current, voltage = 0.040, 5.0          # A, V
k_si, c_si = 1.48, 1.66                # W/(cm K), J/(cm3 K)
k_ox, c_ox = 0.014, 1.65               # W/(cm K), J/(cm3 K)
layer, oxide, chip = 0.5e-4, 2e-4, 300e-4    # cm
ambient, k_power = 300.0, 1.3          # K, k proportional to T^-k_power
mean_free_path = 0.5e-4                # cm, heat-carrying phonons
doping, v_sat, e_crit = 3e16, 1e7, 0.3       # cm-3, cm/s, MV/cm

alpha = k_si / c_si
power = current * voltage
disk_area = np.pi * radius**2
flux = power / disk_area
final = flux * radius / k_si
unit_time = radius**2 / alpha
t_cross = np.pi * unit_time / 4
assert abs(root_law(t_cross / unit_time) - 1) < 1e-12

times = np.array([m * 10.0**p for p in (-8, -7, -6, -5)
                  for m in (1, 2, 5)] + [1e-4])
scaled = times / unit_time
depth = layer / radius
plain = finite_volume(scaled, depth)
formula = theta(scaled)
fv_error = np.max(np.abs(plain / formula - 1))
assert fv_error < 0.01     # spatial grid and time steps

buried_fv = finite_volume(scaled, depth, buried=True)
buried = np.array([theta_layer(s, depth) for s in scaled])
layer_error = np.max(np.abs(buried_fv / buried - 1))
assert layer_error < 0.01  # spatial grid and time steps

covered = finite_volume(scaled, depth,
                        cover=(oxide / radius, k_ox / k_si, c_ox / c_si))
oxide_share = np.sqrt(k_ox * c_ox) / (np.sqrt(k_ox * c_ox)
                                     + np.sqrt(k_si * c_si))
assert abs((1 - covered[0] / plain[0]) - oxide_share) < 0.01

# Steady rise when conductivity falls with temperature.
m = k_power - 1
hot_rise = ambient * ((1 - m * final / ambient)**(-1 / m) - 1)
linear_rise = quad(lambda T: (T / ambient)**-k_power,
                   ambient, ambient + hot_rise)[0]
assert abs(linear_rise / final - 1) < 1e-8

# Chip back held at ambient: images against a Hankel integral.
eta = chip / radius
n = np.arange(1, 4001)
distance = 2 * n * eta
terms = (-1.0)**n / (np.sqrt(1 + distance**2) + distance)
chip_change = 2 * (terms.sum() - terms[-1] / 2)
hankel = -quad(lambda v: j1(v) / v * (1 - np.tanh(v * eta)),
               0, 20 / eta, epsabs=1e-12)[0]
assert abs(chip_change / hankel - 1) < 1e-5
chip_leading = -np.log(2) / (2 * eta)
assert abs(chip_leading / chip_change - 1) < 0.01

# Operating point of the collector.
carriers = current / disk_area / (constants.e * v_sat)
permittivity = 11.7 * constants.epsilon_0 / 100      # F/cm
depletion = np.sqrt(2 * permittivity * voltage
                    / (constants.e * (doping - carriers)))
peak_field = 2 * voltage / depletion / 1e6
assert carriers < doping and peak_field < e_crit


def time_to(fraction):
    return unit_time * brentq(lambda s: theta(s) - fraction, 1e-4, 1e6)


t_root = unit_time * brentq(lambda s: theta(s) / root_law(s) - 0.99,
                            1e-2, 10)

print(f"disk radius {radius*1e4:.1f} um; ambient {ambient:.0f} K")
print(f"current {current*1e3:.0f} mA; voltage {voltage:.1f} V; "
      f"power {power:.3f} W")
print(f"silicon k {k_si:.2f} W/(cm K); C {c_si:.2f} J/(cm3 K)")
print(f"silicon diffusivity {alpha:.4f} cm2/s")
print(f"heat flux {flux/1e3:.2f} kW/cm2")
print(f"final centre rise q a/k {final:.2f} K")
print(f"time unit a^2/alpha {unit_time*1e6:.4f} us")
print(f"crossover time {t_cross*1e6:.4f} us")
print(f"fraction of final rise at crossover "
      f"{theta(t_cross/unit_time):.4f}")
print(f"root law 1 percent too high at {t_root*1e6:.4f} us")
for fraction in (0.5, 0.9, 0.99):
    print(f"time to {100*fraction:.0f} percent of final rise "
          f"{time_to(fraction)*1e6:.3f} us")
for eps in (0.1, 0.01):
    estimate = unit_time / (4 * np.pi * eps**2)
    print(f"late-law time for remaining fraction {eps:.2f}: "
          f"{estimate*1e6:.3f} us")
print("time us | sqrt(alpha t) um | x | rise K | root law K")
for i in (0, 3, 6, 9, 12):
    s = scaled[i]
    print(f"{times[i]*1e6:.2f} | {np.sqrt(alpha*times[i])*1e4:.3f} | "
          f"{1/(2*np.sqrt(s)):.4f} | {final*formula[i]:.3f} | "
          f"{final*root_law(s):.3f}")
print(f"largest finite-volume deviation {100*fv_error:.3f} percent")
print(f"largest deviation, buried heating {100*layer_error:.3f} percent")
print(f"heated depth {layer*1e4:.2f} um; oxide cover {oxide*1e4:.1f} um")
print(f"oxide k {k_ox:.3f} W/(cm K); C {c_ox:.2f} J/(cm3 K)")
print("time us | change by heated depth % | change by oxide %")
for i in (0, 3, 6, 9, 12):
    print(f"{times[i]*1e6:.2f} | {100*(buried[i]/formula[i]-1):.2f} | "
          f"{100*(covered[i]/plain[i]-1):.2f}")
print(f"early oxide share from sqrt(k C) {100*oxide_share:.2f} percent")
print(f"conductivity exponent {k_power:.1f}; "
      f"corrected final rise {hot_rise:.2f} K")
print(f"change by falling conductivity {100*(hot_rise/final-1):.2f} percent")
print(f"chip thickness {chip*1e4:.0f} um; "
      f"steady change {100*chip_change:.3f} percent")
print(f"chip diffusion time H^2/alpha {chip**2/alpha*1e3:.3f} ms")
print(f"rough phonon mean free path {mean_free_path*1e4:.2f} um")
print(f"mean free path / radius {mean_free_path/radius:.3f}")
print(f"mean free path / sqrt(alpha t) at {times[0]*1e9:.0f} ns "
      f"{mean_free_path/np.sqrt(alpha*times[0]):.3f}")
print(f"collector doping {doping:.1e} cm-3; carriers {carriers:.2e} cm-3")
print(f"saturated carrier speed {v_sat:.1e} cm/s")
print(f"depletion width {depletion*1e4:.3f} um")
print(f"peak field {peak_field:.3f} MV/cm; rough breakdown "
      f"{e_crit:.1f} MV/cm")
print("all tests passed")
```

It prints:

```
disk radius 10.0 um; ambient 300 K
current 40 mA; voltage 5.0 V; power 0.200 W
silicon k 1.48 W/(cm K); C 1.66 J/(cm3 K)
silicon diffusivity 0.8916 cm2/s
heat flux 63.66 kW/cm2
final centre rise q a/k 43.01 K
time unit a^2/alpha 1.1216 us
crossover time 0.8809 us
fraction of final rise at crossover 0.6976
root law 1 percent too high at 0.1088 us
time to 50 percent of final rise 0.259 us
time to 90 percent of final rise 8.832 us
time to 99 percent of final rise 892.465 us
late-law time for remaining fraction 0.10: 8.926 us
late-law time for remaining fraction 0.01: 892.558 us
time us | sqrt(alpha t) um | x | rise K | root law K
0.01 | 0.944 | 5.2953 | 4.583 | 4.583
0.10 | 2.986 | 1.6745 | 14.384 | 14.493
1.00 | 9.442 | 0.5295 | 30.732 | 45.830
10.00 | 29.859 | 0.1675 | 38.970 | 144.927
100.00 | 94.423 | 0.0530 | 41.730 | 458.300
largest finite-volume deviation 0.150 percent
largest deviation, buried heating 0.154 percent
heated depth 0.50 um; oxide cover 2.0 um
oxide k 0.014 W/(cm K); C 1.65 J/(cm3 K)
time us | change by heated depth % | change by oxide %
0.01 | -21.14 | -8.81
0.10 | -7.24 | -8.68
1.00 | -3.44 | -5.60
10.00 | -2.71 | -1.01
100.00 | -2.53 | -0.25
early oxide share from sqrt(k C) 8.84 percent
conductivity exponent 1.3; corrected final rise 47.35 K
change by falling conductivity 10.08 percent
chip thickness 300 um; steady change -1.155 percent
chip diffusion time H^2/alpha 1.009 ms
rough phonon mean free path 0.50 um
mean free path / radius 0.050
mean free path / sqrt(alpha t) at 10 ns 0.530
collector doping 3.0e+16 cm-3; carriers 7.95e+15 cm-3
saturated carrier speed 1.0e+07 cm/s
depletion width 0.541 um
peak field 0.185 MV/cm; rough breakdown 0.3 MV/cm
all tests passed
```
